# Auxiliary density matrices for exact exchange: fits, purification and Fock matrices: test program

```python
"""
Auxiliary density matrix method for closed-shell exact exchange.
Result under test: E_K[D] is replaced by E_K[dt] + X[D] - X[dt], and the Fock
matrix F = (1/2) dE/dD has a different closed form for each way of making dt.
D = C C^T : one-spin density matrix in the primary basis, overlap S
A = s^-1 Q : projection to the auxiliary basis, s its overlap, Q cross overlap
d = A D A^T : projected density matrix; dt : density matrix actually used
E_K : exact exchange energy; X : B88 exchange energy; all in atomic units
"""
import numpy as np
from scipy.linalg import eigh
from pyscf import gto, scf, dft

rng = np.random.default_rng(7)
BOND, ANGLE = 1.8, 105.0
half_angle = np.radians(ANGLE / 2)
ATOMS = [["O", (0.0, 0.0, 0.0)],
         ["H", (BOND*np.sin(half_angle), 0.0, BOND*np.cos(half_angle))],
         ["H", (-BOND*np.sin(half_angle), 0.0, BOND*np.cos(half_angle))]]


def molecule(basis):
    return gto.M(atom=ATOMS, unit="Bohr", basis=basis, verbose=0)


mol = molecule("aug-cc-pvdz")
grid = dft.gen_grid.Grids(mol)
grid.level = 2
grid.build()
weights = grid.weights


def basis_data(m):
    """Overlap, orbital values on the grid, exchange-ordered integrals, A."""
    nb = m.nao_nr()
    eri = m.intor("int2e").reshape(nb, nb, nb, nb)
    s = m.intor("int1e_ovlp")
    Q = gto.intor_cross("int1e_ovlp", m, mol)
    return {"s": s, "Q": Q, "A": np.linalg.solve(s, Q), "nb": nb,
            "ao": np.ascontiguousarray(dft.numint.eval_ao(m, grid.coords, deriv=1)),
            "eri_k": eri.transpose(0, 2, 1, 3).reshape(nb*nb, nb*nb)}


def hf_exchange(D, data):
    """Exact exchange energy and half its derivative with respect to D."""
    K = (data["eri_k"] @ D.ravel()).reshape(D.shape)
    return -np.sum(D*K), -K


def gga_exchange(D, data):
    """B88 exchange energy and half its derivative with respect to D."""
    ao = data["ao"]
    t = ao[0] @ (2*D)
    rho = np.empty((4, len(weights)))
    rho[0] = np.einsum("gi,gi->g", t, ao[0])
    for k in (1, 2, 3):
        rho[k] = 2*np.einsum("gi,gi->g", t, ao[k])
    exc, vxc = dft.libxc.eval_xc("b88,", rho, spin=0, deriv=1)[:2]
    work = ao[0]*(0.5*weights*vxc[0])[:, None]
    for k in (1, 2, 3):
        work += ao[k]*(2*weights*vxc[1]*rho[k])[:, None]
    V = ao[0].T @ work
    return np.sum(weights*rho[0]*exc), V + V.T


def inv_sqrt(M):
    e, U = np.linalg.eigh(M)
    return (U/np.sqrt(e)) @ U.T


primary = basis_data(mol)
S, nb = primary["s"], primary["nb"]
nocc = mol.nelectron//2
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_j = mol.intor("int2e").reshape(nb*nb, nb*nb)
S_inv_half = inv_sqrt(S)

VARIANTS = ["projected", "orthonormal", "mcweeny", "charge-scaled",
            "energy m=2", "energy m=4/3"]
POWER = {"energy m=2": 2.0, "energy m=4/3": 4.0/3.0}


def fitted_density(C, aux, variant):
    a, s = aux["A"] @ C, aux["s"]
    d = a @ a.T
    if variant == "orthonormal":
        return a @ np.linalg.inv(a.T @ s @ a) @ a.T
    if variant == "mcweeny":
        return 3*d @ s @ d - 2*d @ s @ d @ s @ d
    if variant == "charge-scaled":
        return d*np.trace(C.T @ S @ C)/np.trace(d @ s)
    return d


def correction(C, aux, variant):
    """E_K - X in the auxiliary basis and its Fock matrix in the primary one."""
    A, s = aux["A"], aux["s"]
    a = A @ C
    d = a @ a.T
    n = np.trace(C.T @ S @ C)
    xi = n/np.trace(d @ s)
    dt = fitted_density(C, aux, variant)
    ek, fk = hf_exchange(dt, aux)
    ex, fx = gga_exchange(dt, aux)
    f = fk - fx
    charge_matrix = S - xi*(A.T @ s @ A)
    if variant in POWER:
        m = POWER[variant]
        slope = (2*xi**2*ek - m*xi**m*ex)/(2*n)
        F = A.T @ (xi**2*fk - xi**m*fx) @ A + slope*charge_matrix
        return xi**2*ek - xi**m*ex, F
    if variant == "projected":
        F = A.T @ f @ A
    elif variant == "orthonormal":
        lam_inv = np.linalg.inv(a.T @ s @ a)
        w = a @ lam_inv @ lam_inv @ a.T
        g = (np.eye(len(s)) - s @ dt) @ f @ w @ s
        F = A.T @ (g + g.T) @ A
    elif variant == "mcweeny":
        one = f @ d @ s
        two = f @ d @ s @ d @ s
        F = A.T @ (3*(one + one.T) - 2*(two + two.T + s @ d @ f @ d @ s)) @ A
    else:
        F = xi*A.T @ f @ A + np.sum(f*dt)/n*charge_matrix
    return ek - ex, F


def base_energy(D):
    """All terms evaluated in the primary basis, with B88 exchange."""
    J = (eri_j @ D.ravel()).reshape(nb, nb)
    ex, V = gga_exchange(D, primary)
    return mol.energy_nuc() + 2*np.sum(D*(h_core + J)) + ex, h_core + 2*J + V


def total(C, aux, variant):
    e0, F0 = base_energy(C @ C.T)
    ec, Fc = correction(C, aux, variant)
    return e0 + ec, F0 + Fc


def self_consistent(aux, variant):
    C, focks, errors = C_start, [], []
    for _ in range(80):
        E, F = total(C, aux, variant)
        FDS = F @ C @ C.T @ S
        err = S_inv_half @ (FDS - FDS.T) @ S_inv_half
        if np.abs(err).max() < 1e-7:
            return E, C, eigh(F, S, eigvals_only=True)[nocc-1]
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        k = len(focks)
        M = -np.ones((k+1, k+1))
        M[k, k] = 0.0
        M[:k, :k] = [[np.sum(x*y) for y in errors] for x in errors]
        M[:k, :k] /= np.sum(err*err)
        rhs = np.zeros(k+1)
        rhs[k] = -1.0
        coef = np.linalg.solve(M, rhs)[:k]
        C = eigh(sum(c*G for c, G in zip(coef, focks)), S)[1][:, :nocc]
    raise AssertionError("no self-consistency: " + variant)


def derivative(fun, t):
    return (8*(fun(t) - fun(-t)) - fun(2*t) + fun(-2*t))/(12*t)


def restored_levels(C, aux):
    """Occupied levels when the orthonormal fitted orbitals carry occupations."""
    a = aux["A"] @ C
    c = a @ inv_sqrt(a.T @ aux["s"] @ a)
    dt = c @ c.T
    f = hf_exchange(dt, aux)[1] - gga_exchange(dt, aux)[1]
    e, U = np.linalg.eigh(C.T @ base_energy(C @ C.T)[1] @ C + c.T @ f @ c)
    return e, C @ U, c @ U


# Independent Hartree-Fock reference and a common starting point
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
E_hf = mf.kernel()
assert mf.converged
C_all = mf.mo_coeff
C_hf = C_all[:, :nocc]
homo_hf = mf.mo_energy[nocc-1]
guess = mf.get_init_guess(mol, "minao")
C_start = eigh(mf.get_fock(dm=guess), S)[1][:, :nocc]
aux = basis_data(molecule("6-31g"))
print(f"O-H bond {BOND:.1f} bohr, angle {ANGLE:.0f} degrees")
print(f"basis functions: primary {nb}, auxiliary {aux['nb']}")
print(f"formal integral-count ratio {(nb/aux['nb'])**4:.1f}")
print(f"Hartree-Fock energy {E_hf:.6f} hartree")
print(f"Hartree-Fock highest occupied level {homo_hf:.5f} hartree")

# Orbital fits: algebraic residuals against quadrature and competitors
a = aux["A"] @ C_hf
Lam = a.T @ aux["s"] @ a
lam = np.linalg.eigvalsh(Lam)
c_orth = a @ inv_sqrt(Lam)
res_free, res_orth = nocc - lam.sum(), 2*nocc - 2*np.sqrt(lam).sum()
for coef, res in ((a, res_free), (c_orth, res_orth)):
    diff = primary["ao"][0] @ C_hf - aux["ao"][0] @ coef
    assert abs(np.sum(weights[:, None]*diff**2) - res) < 1e-5  # grid error
for size in (0.003, 0.03, 0.3):
    for _ in range(10):
        trial = c_orth + size*rng.normal(size=c_orth.shape)
        trial = trial @ inv_sqrt(trial.T @ aux["s"] @ trial)
        assert 2*nocc - 2*np.sum(trial*(aux["Q"] @ C_hf)) > res_orth
assert lam.min() > 0.5
d_iter = a @ a.T
for _ in range(12):
    ds = d_iter @ aux["s"]
    d_iter = 3*ds @ d_iter - 2*ds @ ds @ d_iter
assert np.abs(d_iter - c_orth @ c_orth.T).max() < 1e-9
print("eigenvalues of Lambda:", " ".join(f"{x:.6f}" for x in lam))
print(f"squared residual, free fit {res_free:.6f}")
print(f"squared residual, orthonormal fit {res_orth:.6f}")
print(f"charge lost, both spins: projected {2*res_free:.6f} electrons")
d_mcw = fitted_density(C_hf, aux, "mcweeny")
lost_mcw = 2*(nocc - np.trace(d_mcw @ aux["s"]))
print(f"charge lost, both spins: mcweeny {lost_mcw:.3e} electrons")

# Every correction Fock matrix against finite differences of its energy
X_dir = 0.1*C_all @ rng.normal(size=(nb, nocc))
dD = X_dir @ C_hf.T + C_hf @ X_dir.T
worst, slopes = 0.0, []
for v in VARIANTS:
    numeric = derivative(lambda t: correction(C_hf + t*X_dir, aux, v)[0], 1e-3)
    analytic = 2*np.sum(correction(C_hf, aux, v)[1]*dD)
    worst = max(worst, abs(numeric - analytic))
    slopes.append(abs(analytic))
    assert abs(numeric - analytic) < 1e-6, (v, numeric, analytic)
print(f"largest Fock derivative deviation {worst:.1e} hartree")
print(f"smallest derivative tested {min(slopes):.1e} hartree")

# Fixed Hartree-Fock density: exchange error before and after correction
ek_ref = hf_exchange(C_hf @ C_hf.T, primary)[0]
ex_ref = gga_exchange(C_hf @ C_hf.T, primary)[0]
print(f"primary exchange: exact {ek_ref:.6f}, B88 {ex_ref:.6f} hartree")
print("fixed density, errors in millihartree: exact-exchange / B88 / corrected")


def print_fixed(label, data, v):
    dt = fitted_density(C_hf, data, v)
    dk = 1e3*(hf_exchange(dt, data)[0] - ek_ref)
    dx = 1e3*(gga_exchange(dt, data)[0] - ex_ref)
    print(f"  {label:9s} {v:14s} {dk:9.3f} {dx:9.3f} {dk-dx:9.3f}")


for v in VARIANTS[:4]:
    print_fixed("6-31G", aux, v)
for name in ("sto-3g", "6-311g**"):
    other = basis_data(molecule(name))
    for v in VARIANTS[:2]:
        print_fixed(name.upper(), other, v)

# Self-consistent solutions, stationarity and energy rise on rotation
C_vir = C_all[:, nocc:]
rotation = 0.1*C_vir @ rng.normal(size=(nb-nocc, nocc))
print("energy minus Hartree-Fock, millihartree: fixed / self-consistent;")
print("then highest occupied level, hartree")
for v in VARIANTS:
    E, C, homo = self_consistent(aux, v)
    fixed = total(C_hf, aux, v)[0]
    assert E <= fixed + 1e-9

    def rotated(t):
        Y = C + t*rotation
        return total(Y @ inv_sqrt(Y.T @ S @ Y), aux, v)[0]

    assert abs(derivative(rotated, 1e-3)) < 1e-5
    assert min(rotated(0.03), rotated(-0.03)) > E
    print(f"  {v:14s} {1e3*(fixed-E_hf):9.3f} {1e3*(E-E_hf):9.3f} {homo:10.5f}")
    if v == "orthonormal":
        C_orthonormal = C

# Occupied block of the orthonormalized variant and restored levels
Fc = correction(C_orthonormal, aux, "orthonormal")[1]
assert np.abs(C_orthonormal.T @ Fc @ C_orthonormal).max() < 1e-9
levels, C_can, c_can = restored_levels(C_orthonormal, aux)


def energy_of_occupation(t):
    occ = np.ones(nocc)
    occ[-1] += t
    D, dt = (C_can*occ) @ C_can.T, (c_can*occ) @ c_can.T
    return base_energy(D)[0] + hf_exchange(dt, aux)[0] - gga_exchange(dt, aux)[0]


assert abs(derivative(energy_of_occupation, 1e-3)/2 - levels[-1]) < 1e-6
print(f"orthonormal, restored highest level {levels[-1]:.5f} hartree")

# Equal bases: energy and restored level must be those of Hartree-Fock
E_same, C_same, homo_same = self_consistent(primary, "orthonormal")
level_same = restored_levels(C_same, primary)[0][-1]
assert abs(E_same - E_hf) < 1e-7
assert abs(level_same - homo_hf) < 1e-5
assert abs(homo_same - homo_hf) > 1e-2
print(f"equal bases: energy deviation {abs(E_same-E_hf):.1e} hartree")
print(f"equal bases: unrestored highest level {homo_same:.5f} hartree")
print(f"equal bases: restored highest level {level_same:.5f} hartree")
print("every check passed")
```

Output:

```
O-H bond 1.8 bohr, angle 105 degrees
basis functions: primary 41, auxiliary 13
formal integral-count ratio 98.9
Hartree-Fock energy -76.041663 hartree
Hartree-Fock highest occupied level -0.50970 hartree
eigenvalues of Lambda: 0.992364 0.994663 0.997676 0.999014 0.999991
squared residual, free fit 0.016291
squared residual, orthonormal fit 0.016314
charge lost, both spins: projected 0.032582 electrons
charge lost, both spins: mcweeny 5.565e-04 electrons
largest Fock derivative deviation 3.3e-12 hartree
smallest derivative tested 1.4e-02 hartree
primary exchange: exact -8.941675, B88 -8.976683 hartree
fixed density, errors in millihartree: exact-exchange / B88 / corrected
  6-31G     projected         29.485    19.194    10.291
  6-31G     orthonormal       -2.112    -2.344     0.231
  6-31G     mcweeny           -1.577    -1.977     0.400
  6-31G     charge-scaled    -28.875   -18.376   -10.499
  STO-3G    projected        -45.901   -47.333     1.432
  STO-3G    orthonormal     -269.679  -199.506   -70.173
  6-311G**  projected          0.206    -3.149     3.355
  6-311G**  orthonormal      -12.967   -12.170    -0.797
energy minus Hartree-Fock, millihartree: fixed / self-consistent;
then highest occupied level, hartree
  projected         10.291     5.525   -0.51630
  orthonormal        0.231    -7.862   -0.23303
  mcweeny            0.400    -7.164   -0.25913
  charge-scaled    -10.499 -71939.298  -19.81231
  energy m=2        10.588     5.796   -0.51798
  energy m=4/3      -9.007 -68772.692  -19.25454
orthonormal, restored highest level -0.53620 hartree
equal bases: energy deviation 4.3e-14 hartree
equal bases: unrestored highest level -0.20982 hartree
equal bases: restored highest level -0.50970 hartree
every check passed
```
